# The Berkowitz–Parr relation: density response at fixed mean electron number, part 1

(Sections cited here and not found follow in the second part.)

## I. From fixed chemical potential to fixed electron number

### What the open-system response gets wrong

A code that keeps the chemical potential fixed while the external potential changes computes the response of a system connected to an electron reservoir. If that response is then used for a system whose mean electron number must stay the same, charge is in general lost or gained. In the four-site chain worked out in part II, which holds three electrons on average, raising the first site energy by 0.02 of the hopping energy removes, to first order in the rise, 0.0131 electrons from the chain at fixed chemical potential. To the same order, the population of the raised site falls by 0.0156 electrons, whereas it falls by 0.0114 when the electron number is held. A uniform shift of the potential shows the fault most plainly: at fixed electron number it should leave the density alone, but at fixed chemical potential it drains or fills the system.

The correction needs no new response calculation. It is built from row sums of the kernel already computed:

$$
\chi(\mathbf r,\mathbf r')=-s(\mathbf r,\mathbf r')+\frac{s(\mathbf r)\,s(\mathbf r')}{S}. \tag{1}
$$

This is the Berkowitz–Parr relation. Here $\chi$ is the linear response of the density at fixed mean electron number, $s(\mathbf r,\mathbf r')$ is the softness kernel, $s(\mathbf r)$ the local softness and $S$ the global softness.

### Setting and definitions

The derivation is given for a lattice of $M$ sites, where every object is a finite matrix. The operator $\hat n_i$ counts the electrons of both spins on site $i$, its thermal mean is $n_i$, and $\hat N=\sum_i\hat n_i$ has mean $N$. The Hamiltonian is

$$
\hat H=\hat H_0+\sum_i v_i\hat n_i ,
$$

where $v_i$ is the external potential and $\hat H_0$ contains the hopping and any electron–electron interaction. The assumption on $\hat H_0$ is that it conserves the electron number and does not depend on $v$.

The system is in grand-canonical equilibrium at temperature $T>0$ and chemical potential $\mu$. Boltzmann's constant is set to one, so $T$ is an energy, and $\beta=1/T$. The equilibrium state is governed by

$$
\hat K=\hat H-\mu\hat N=\hat H_0+\sum_i u_i\hat n_i,\qquad u_i=v_i-\mu . \tag{2}
$$

The potential and the chemical potential enter through the difference $u_i$ alone. At fixed $T$ the populations are therefore functions of the $M$ numbers $u_i$. These functions are differentiable, because the trace over the finite Fock space of the lattice is a smooth function of $u$ and is positive.

The definitions are

$$
s_{ij}=-\frac{\partial n_i}{\partial u_j},\qquad
s_i=\sum_j s_{ij},\qquad
S=\sum_i s_i,\qquad
\chi_{ij}=\left(\frac{\partial n_i}{\partial v_j}\right)_N . \tag{3}
$$

The minus sign in $s_{ij}$ makes its diagonal positive, since raising a site energy drives electrons away from that site. At fixed $\mu$ one has $\delta u_j=\delta v_j$, so $-s_{ij}$ is the response of the open system to the external potential. In $\chi_{ij}$ the independent variables are the site energies and $N$, and $\mu$ changes as needed to hold $N$.

### Why the kernel is symmetric

Let $Z=\mathrm{Tr}\,e^{-\beta\hat K}$ and $\Omega=-T\ln Z$, with the trace taken over all electron numbers. Expanding the exponential in powers of $\hat K$ gives terms $\mathrm{Tr}\,\hat K^m$. Their differential is a sum of $m$ products in which one factor is replaced by $d\hat K$, and cyclic permutation under the trace makes these products equal:

$$
d\,\mathrm{Tr}\,\hat K^m=m\,\mathrm{Tr}\big(\hat K^{m-1}d\hat K\big).
$$

Summing the series again gives $dZ=-\beta\,\mathrm{Tr}(e^{-\beta\hat K}d\hat K)$, even though $d\hat K$ need not commute with $\hat K$. Since $\partial\hat K/\partial u_i=\hat n_i$,

$$
\frac{\partial\Omega}{\partial u_i}
=-\frac{T}{Z}\frac{\partial Z}{\partial u_i}
=\frac{1}{Z}\mathrm{Tr}\big(e^{-\beta\hat K}\hat n_i\big)=n_i . \tag{4}
$$

A second differentiation gives

$$
s_{ij}=-\frac{\partial^2\Omega}{\partial u_i\,\partial u_j}=s_{ji}, \tag{5}
$$

because mixed second derivatives of a smooth function do not depend on their order. Row sums and column sums of the kernel are therefore equal.

### What the row sums mean

Change $\mu$ at fixed $v$. By equation (2) every $u_j$ changes by $-\delta\mu$, so the chain rule gives

$$
\left(\frac{\partial n_i}{\partial\mu}\right)_v
=\sum_j\frac{\partial n_i}{\partial u_j}(-1)=\sum_j s_{ij}=s_i ,\qquad
\left(\frac{\partial N}{\partial\mu}\right)_v=S . \tag{6}
$$

The local softness tells where electrons go when the chemical potential rises, and the global softness tells how many enter.

The same derivatives are thermal fluctuations. Because $\hat N$ commutes with $\hat H$, the exponential factorizes as $e^{-\beta\hat K}=e^{-\beta\hat H}e^{\beta\mu\hat N}$, and differentiating it with respect to $\mu$ multiplies it by $\beta\hat N$. Applying the quotient rule to $n_i=\mathrm{Tr}(e^{-\beta\hat K}\hat n_i)/Z$ yields

$$
s_i=\beta\big(\langle\hat n_i\hat N\rangle-\langle\hat n_i\rangle\langle\hat N\rangle\big),\qquad
S=\beta\big(\langle\hat N^2\rangle-\langle\hat N\rangle^2\big). \tag{7}
$$

At $T>0$ each electron number from 0 to $2M$ has a nonzero weight. The variance is then positive, so $S>0$ and the division in equation (1) is allowed. It also follows that $N$ rises strictly with $\mu$. Its limits are 0 for $\mu\to-\infty$, where the empty lattice dominates, and $2M$ for $\mu\to+\infty$, where the full lattice does. For any target $0<N<2M$ there is thus one chemical potential. A bracketing root search can locate it as long as the arithmetic resolves the change of $N$ with $\mu$. In a gap much wider than $T$, $N$ can be constant to machine precision, and the search may then return a wrong point in the gap.

### Holding the electron number

For small changes of both $v$ and $\mu$, insert $\delta u_j=\delta v_j-\delta\mu$ into the definition of the kernel:

$$
\delta n_i=-\sum_j s_{ij}(\delta v_j-\delta\mu)
=-\sum_j s_{ij}\,\delta v_j+s_i\,\delta\mu . \tag{8}
$$

Sum over $i$. The first term contains the column sums $\sum_i s_{ij}$, which equal $s_j$ by symmetry:

$$
\delta N=-\sum_j s_j\,\delta v_j+S\,\delta\mu .
$$

Requiring $\delta N=0$ fixes the shift of the chemical potential,

$$
\delta\mu=\sum_j f_j\,\delta v_j,\qquad f_j=\frac{s_j}{S}. \tag{9}
$$

Putting this into equation (8) gives

$$
\delta n_i=\sum_j\left(-s_{ij}+\frac{s_is_j}{S}\right)\delta v_j .
$$

The changes $\delta v_j$ are arbitrary, so the coefficient of each one is $\chi_{ij}$:

$$
\chi_{ij}=-s_{ij}+\frac{s_is_j}{S}. \tag{10}
$$

This is equation (1) on the lattice. The first term is the response at fixed $\mu$, which combines redistribution among the sites with exchange of electrons with the reservoir. The second cancels the net exchange, with a change of the populations in proportion to the local softness.

The numbers $f_i$ are the Fukui function, and they have two meanings. Equation (9) says $f_j=(\partial\mu/\partial v_j)_N$. Dividing the two derivatives in equation (6) gives

$$
\left(\frac{\partial n_i}{\partial N}\right)_v
=\frac{(\partial n_i/\partial\mu)_v}{(\partial N/\partial\mu)_v}
=\frac{s_i}{S}=f_i .
$$

The two agree because the kernel is symmetric. By construction $\sum_i f_i=1$.

### The correction as a change of potential reference

Since $s_i=\sum_k s_{ik}$, equation (10) acting on a perturbation can be written

$$
\sum_j\chi_{ij}\,\delta v_j=-\sum_j s_{ij}\big(\delta v_j-\overline{\delta v}\big),\qquad
\overline{\delta v}=\sum_k f_k\,\delta v_k . \tag{11}
$$

An implementation can therefore leave the open-system routine untouched. It subtracts the Fukui-weighted mean of the perturbation first and then applies $-s$. The matrix $\chi$ need not be formed.

If $\delta v$ is the same on all sites, it equals its weighted mean and the response vanishes. In matrix terms, $\sum_j\chi_{ij}=-s_i+s_iS/S=0$. By symmetry $\sum_i\chi_{ij}=0$ as well, which is conservation of the mean electron number. If $\chi$ is computed by a route other than equation (10), both sums are inexpensive checks. If it is assembled from equation (10), the first sum vanishes for any kernel with $S\ne0$, and the second tests only whether the row sums and column sums of the kernel agree. Neither then shows that the kernel itself is right.

An approximate method may give a kernel that is not symmetric, for instance through incomplete self-consistency. The column sums $c_j=\sum_i s_{ij}$ then differ from the row sums. Repeating the step after equation (8) without using symmetry gives $\delta\mu=\sum_j c_j\,\delta v_j/S$ and

$$
\chi_{ij}=-s_{ij}+\frac{s_i\,c_j}{S}.
$$

This form still conserves the number and still ignores uniform shifts, but $\chi$ need not be symmetric. For a method whose populations derive from a grand potential, equation (5) applies, and a visible difference between $c_j$ and $s_j$ signals an error in the underlying response. A mean-field potential that is not the derivative of an energy can give an asymmetric kernel even when the equations are fully converged.

### Spin factors, grids and large systems

Equation (10) is homogeneous of first degree in the softness: multiplying $s_{ij}$ by a constant multiplies $s_i$, $S$ and $\chi_{ij}$ by the same constant. For a spin-unpolarized system of independent electrons, a kernel for one spin thus gives the response of that spin, half of the total. An error arises if a one-spin kernel is combined with a local softness for both spins.

In continuous space the sums become integrals and the derivatives become functional derivatives, provided these exist. The system must be confined to a finite volume, because at $T>0$ electrons in unbounded space would spread over a continuum of free states. On a quadrature grid with points $\mathbf r_g$ and weights $w_g$, the discrete forms are

$$
s(\mathbf r_g)=\sum_h w_h\,s(\mathbf r_g,\mathbf r_h),\qquad S=\sum_g w_g\,s(\mathbf r_g),
$$

and no further weight enters the product $s(\mathbf r_g)s(\mathbf r_h)/S$. Units confirm this: kernel, local softness and global softness carry the inverse energy times the inverse volume to the powers 2, 1 and 0.

If the local softnesses stay of order one as a lattice grows, $S$ grows as $M$ and each element of the correction falls as $1/M$. The correction may not be dropped on that ground. A potential extending over the whole lattice collects $M$ such elements, and for a uniform potential they cancel the whole open-system response.

### A sharp electron number is a different condition

The derivation holds the mean $N$. In a canonical ensemble each member has the same electron number, and its response is in general not $\chi$. The difference can be derived by sorting the states by electron number $q$. Let $n_i^{(q)}$ be the canonical populations, $\chi_{ij}^{(q)}=\partial n_i^{(q)}/\partial v_j$ their response, and $F_q$ the canonical free energy. The weight of sector $q$ and the populations are

$$
P_q=\frac{e^{\beta(\mu q-F_q)}}{Z},\qquad n_i=\sum_q P_q\,n_i^{(q)} .
$$

The argument that led to equation (4), applied within one sector, gives $\partial F_q/\partial v_j=n_j^{(q)}$. At fixed $\mu$, $\partial\ln Z/\partial v_j=-\beta n_j$. Hence $\partial P_q/\partial v_j=-\beta P_q\,(n_j^{(q)}-n_j)$, and the product rule yields

$$
-s_{ij}=\sum_q P_q\,\chi_{ij}^{(q)}-\beta\,\mathrm{Cov}\big(n_i^{(q)},n_j^{(q)}\big),
$$

where the covariance is taken over $q$ with weights $P_q$. Equation (7) becomes $s_i=\beta\,\mathrm{Cov}(n_i^{(q)},q)$ and $S=\beta\,\mathrm{Var}(q)$. Equation (10) then reads

$$
\chi_{ij}=\sum_q P_q\,\chi^{(q)}_{ij}
-\beta\left[\mathrm{Cov}\big(n_i^{(q)},n_j^{(q)}\big)
-\frac{\mathrm{Cov}(n_i^{(q)},q)\,\mathrm{Cov}(n_j^{(q)},q)}{\mathrm{Var}(q)}\right]. \tag{12}
$$

Two things separate $\chi$ from the response at one sharp number: an average over neighbouring electron numbers, and the bracket. The bracket is the part of the population covariance that a straight-line dependence on $q$ does not explain. It vanishes if two sectors carry all the weight, since two points lie on a line, but the average over those sectors remains. When one sector carries nearly all the weight, the first term approaches its canonical response. The bracket, multiplied by $\beta$, must also be small before the two ensembles agree.

## II. Evaluating the kernel, with a four-site chain

The symbols carried over are these. The populations $n_i$ depend on $u_i=v_i-\mu$ at fixed temperature $T=1/\beta$. The softness kernel is $s_{ij}=-\partial n_i/\partial u_j$, its row sums are $s_i=(\partial n_i/\partial\mu)_v$, and their sum is $S=(\partial N/\partial\mu)_v$. The Fukui function is $f_i=s_i/S$. At fixed mean electron number the response is $\chi_{ij}=-s_{ij}+s_is_j/S$, and the chemical potential shifts by $\delta\mu=\sum_jf_j\,\delta v_j$.

This part has derived the response at fixed mean electron number from the softness kernel and its row sums, and has shown how it differs from the response at a sharp electron number. What remains is to evaluate the kernel, with and without interactions, and to check the relation numerically on the four-site chain.
